# Comment on negative local kinetic energy in the hydrogen 1s state: a numerical check

```python
"""
Local kinetic energy densities of the hydrogenic 1s state (atomic units).

Result under test: the Laplacian form tL = -1/2 Re(psi* Lap psi) and the
gradient form tG = 1/2 |grad psi|^2 satisfy tL = tG - 1/4 Lap(rho), where
rho = |psi|^2. Both integrate to Z^2/2. For 1s, tL < 0 beyond r = 2/Z,
whereas tG > 0 everywhere. Z is the charge of the fixed nucleus.
The family t_mix = tG - mix/4 Lap(rho) contains both (mix = 0 and 1).
Energies are printed in eV and lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = constants.value("Hartree energy in eV")
BOHR = constants.value("Bohr radius") * 1e10
DENSITY_UNIT = HARTREE / BOHR**3

# General identity for an arbitrary complex wave function u + i v.
xyz = sp.symbols("x y z", real=True)
u = sp.Function("u", real=True)(*xyz)
v = sp.Function("v", real=True)(*xyz)


def cartesian_laplacian(f):
    return sum(sp.diff(f, q, 2) for q in xyz)


general_tL = -(u * cartesian_laplacian(u) + v * cartesian_laplacian(v)) / 2
general_tG = sum(sp.diff(u, q)**2 + sp.diff(v, q)**2 for q in xyz) / 2
general_lap_rho = cartesian_laplacian(u**2 + v**2)
assert sp.expand(general_tL - general_tG + general_lap_rho / 4) == 0

# Finite differences in Cartesian space, straight from the definitions.
STEP = 0.005
DIRECTION = np.array([2.0, -1.0, 2.0]) / 3.0


def psi_1s(point, Z):
    return np.sqrt(Z**3 / np.pi) * np.exp(-Z * np.linalg.norm(point))


def local_forms(distance, Z):
    """Return tL, tG, Lap(rho), rho by fourth-order differences."""
    center = distance * DIRECTION
    psi0 = psi_1s(center, Z)
    lap_psi = lap_rho = grad_squared = 0.0
    second = np.array([-1, 16, -30, 16, -1]) / (12 * STEP**2)
    first = np.array([1, -8, 0, 8, -1]) / (12 * STEP)
    for axis in np.eye(3):
        values = np.array([psi_1s(center + k * STEP * axis, Z)
                           for k in range(-2, 3)])
        lap_psi += second @ values
        lap_rho += second @ values**2
        grad_squared += (first @ values)**2
    return -psi0 * lap_psi / 2, grad_squared / 2, lap_rho, psi0**2


for Z in (1.0, 2.0):
    for distance in (0.4, 1.0, 2.5, 4.0):
        tL, tG, lap_rho, rho = local_forms(distance, Z)
        assert abs(tL / rho - (Z / distance - Z**2 / 2)) < 1e-4
        assert abs(tG / rho - Z**2 / 2) < 1e-4
        assert abs(lap_rho / rho - (4 * Z**2 - 4 * Z / distance)) < 1e-3
    turning = brentq(lambda s: local_forms(s, Z)[0], 0.5 / Z, 5 / Z)
    crossing = brentq(lambda s: local_forms(s, Z)[2], 0.4 / Z, 4 / Z)
    assert abs(turning - 2 / Z) < 1e-4
    assert abs(crossing - 1 / Z) < 1e-4


def mixed_density(distance, mix):
    _, tG, lap_rho, _ = local_forms(distance, 1.0)
    return tG - mix * lap_rho / 4


# Which members of the family are nonnegative, and where others change sign.
radii_grid = np.linspace(0.06, 14.0, 400)
for mix, expect_positive in ((0.0, True), (0.25, True), (0.5, True),
                             (0.55, False), (-0.05, False)):
    lowest = min(mixed_density(s, mix) for s in radii_grid)
    assert (lowest > 0) == expect_positive
for mix, low, high in ((0.75, 1.0, 6.0), (-0.2, 0.1, 1.0)):
    root = brentq(lambda s: mixed_density(s, mix), low, high)
    assert abs(root - 2 * mix / (2 * mix - 1)) < 1e-3

# Radial expressions obtained by differentiating the wave function.
r, Zsym = sp.symbols("r Z", positive=True)
psi = sp.sqrt(Zsym**3 / sp.pi) * sp.exp(-Zsym * r)


def radial_laplacian(f):
    return sp.diff(r**2 * sp.diff(f, r), r) / r**2


def numeric(expression):
    return sp.lambdify((r, Zsym), sp.simplify(expression), "numpy")


tL_fun = numeric(-psi * radial_laplacian(psi) / 2)
tG_fun = numeric(sp.diff(psi, r)**2 / 2)
lap_fun = numeric(radial_laplacian(psi**2))
rho_fun = numeric(psi**2)
slope_fun = numeric(sp.diff(psi**2, r))


def integral(function, Z, start, stop=None):
    end = start + 40 / Z if stop is None else stop
    return quad(lambda s: 4 * np.pi * s**2 * function(s, Z), start, end,
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]


for Z in (1.0, 2.0):
    assert abs(integral(tL_fun, Z, 0) - Z**2 / 2) < 1e-8
    assert abs(integral(tG_fun, Z, 0) - Z**2 / 2) < 1e-8
    assert abs(integral(lap_fun, Z, 0)) < 1e-8
    for R in (0.5, 1.0, 2.0, 3.0):
        x = Z * R
        outside_L = integral(tL_fun, Z, R)
        outside_G = integral(tG_fun, Z, R)
        probability = np.exp(-2 * x) * (1 + 2 * x + 2 * x**2)
        assert abs(integral(rho_fun, Z, R) - probability) < 1e-8
        assert abs(outside_G - Z**2 * probability / 2) < 1e-8
        assert abs(outside_L
                   - Z**2 * np.exp(-2 * x) * (0.5 + x - x**2)) < 1e-8
        surface = np.pi * R**2 * slope_fun(R, Z)
        assert abs(outside_L - outside_G - surface) < 1e-8

# No delta function at the nucleus: move the Laplacian to a smooth function.
direct = integral(lambda s, Z: np.exp(-s**2) * lap_fun(s, Z), 1.0, 0)
moved = integral(lambda s, Z: (4 * s**2 - 6) * np.exp(-s**2)
                 * rho_fun(s, Z), 1.0, 0)
assert abs(direct - moved) < 1e-8

zero_outside = brentq(lambda R: integral(tL_fun, 1.0, R), 0.5, 2.0)
assert abs(zero_outside - (1 + np.sqrt(3)) / 2) < 1e-7
outside_at_2 = integral(tL_fun, 1.0, 2.0)
assert all(integral(tL_fun, 1.0, R) > outside_at_2
           for R in (0.5, 1.0, 1.8, 2.2, 3.0, 5.0))


# Momentum distribution: Fourier transform against its closed form.
def momentum_density(p, Z):
    return 8 * Z**5 / (np.pi**2 * (p**2 + Z**2)**4)


for Z in (1.0, 2.0):
    for p in (0.3, 1.0, 2.5):
        sine_integral = quad(
            lambda s: s * np.sqrt(rho_fun(s, Z)) * np.sin(p * s),
            0, 40 / Z, epsabs=1e-12, limit=400)[0]
        amplitude = 4 * np.pi * sine_integral / (p * (2 * np.pi)**1.5)
        assert abs(amplitude**2 - momentum_density(p, Z)) < 1e-8
    momentum_mean = quad(lambda p: 2 * np.pi * p**4
                         * momentum_density(p, Z), 0, np.inf)[0]
    assert abs(momentum_mean - Z**2 / 2) < 1e-7
hydrogen_momentum_mean = quad(lambda p: 2 * np.pi * p**4
                              * momentum_density(p, 1.0), 0, np.inf)[0]


# Large distances for ns states with Z = 1.
def ns_ratios(n, distance):
    """Return tL/rho and tG/rho from the radial function itself."""
    radial = sp.exp(-r / n) * sp.assoc_laguerre(n - 1, 1, 2 * r / n)
    place = sp.Float(distance, 40)
    value = radial.subs(r, place).evalf(40)
    slope = sp.diff(radial, r).subs(r, place).evalf(40)
    lap = radial_laplacian(radial).subs(r, place).evalf(40)
    return float(-lap / value / 2), float((slope / value)**2 / 2)


for n in (1, 2, 3):
    kappa = 1 / n
    far = 1e4
    ratio_L, ratio_G = ns_ratios(n, far)
    assert abs(ratio_L - (-kappa**2 / 2 + 1 / far)) < 1e-10
    assert abs(far * (ratio_G - kappa**2 / 2) + kappa * (n - 1)) < 2e-3

# Worked example: hydrogen, Z = 1.
print("Hydrogen atom, fixed nucleus, Z = 1")
print(f"Hartree energy: {HARTREE:.5f} eV")
print(f"Bohr radius: {BOHR:.6f} angstrom")
print(f"1s energy: {-HARTREE / 2:.4f} eV")
turning = brentq(lambda s: tL_fun(s, 1.0), 1.0, 4.0)
crossing = brentq(lambda s: lap_fun(s, 1.0), 0.5, 2.0)
print(f"Radius where tL = tG: {crossing * BOHR:.4f} angstrom")
print(f"Radius where tL = 0: {turning * BOHR:.4f} angstrom")
print("Local densities in eV/angstrom^3, r in angstrom:")
print("     r         tL         tG   -Lap(rho)/4   (tL+tG)/2")
for radius in (0.25, 0.50, 1.00, 1.50, 2.00):
    s = radius / BOHR
    a, b, c = (f(s, 1.0) * DENSITY_UNIT for f in (tL_fun, tG_fun, lap_fun))
    print(f"{radius:6.2f} {a:10.5f} {b:10.5f} {-c / 4:13.5f}"
          f" {(a + b) / 2:11.5f}")
print("Ratios to rho in eV, r in angstrom:")
for radius in (0.50, 1.00, 1.50, 2.00):
    s = radius / BOHR
    a = tL_fun(s, 1.0) / rho_fun(s, 1.0) * HARTREE
    b = tG_fun(s, 1.0) / rho_fun(s, 1.0) * HARTREE
    print(f"  r = {radius:.2f}: tL/rho = {a:.4f}, tG/rho = {b:.4f}")
print("Regions divided at the radius where tL = 0:")
print(f"  probability outside: {integral(rho_fun, 1.0, turning):.4f}")
for name, function in (("tL", tL_fun), ("tG", tG_fun)):
    inside = integral(function, 1.0, 0, turning) * HARTREE
    outside = integral(function, 1.0, turning) * HARTREE
    print(f"  integral of {name}: inside {inside:.4f} eV,"
          f" outside {outside:.4f} eV, total {inside + outside:.4f} eV")
surface = np.pi * turning**2 * slope_fun(turning, 1.0) * HARTREE
print(f"  surface term pi R^2 rho'(R): {surface:.4f} eV")
print(f"Radius with zero outside integral of tL:"
      f" {zero_outside * BOHR:.4f} angstrom")
print(f"Mean p^2/2 from momentum distribution:"
      f" {hydrogen_momentum_mean * HARTREE:.4f} eV")
print("2s state, ratios to rho in eV:")
for radius in (10.0, 100.0, 1000.0):
    a, b = ns_ratios(2, radius / BOHR)
    print(f"  r = {radius:.0f} angstrom: tL/rho = {a * HARTREE:.4f},"
          f" tG/rho = {b * HARTREE:.4f}")
print(f"  limits: {-HARTREE / 8:.4f} and {HARTREE / 8:.4f} eV")
print("finished without a failed check")
```

Running it gives:

```
Hydrogen atom, fixed nucleus, Z = 1
Hartree energy: 27.21139 eV
Bohr radius: 0.529177 angstrom
1s energy: -13.6057 eV
Radius where tL = tG: 0.5292 angstrom
Radius where tL = 0: 1.0584 angstrom
Local densities in eV/angstrom^3, r in angstrom:
     r         tL         tG   -Lap(rho)/4   (tL+tG)/2
  0.25   36.73503   11.36105      25.37398    24.04804
  0.50    4.93185    4.41641       0.51543     4.67413
  1.00    0.03894    0.66738      -0.62843     0.35316
  1.50   -0.02969    0.10085      -0.13054     0.03558
  2.00   -0.00718    0.01524      -0.02241     0.00403
Ratios to rho in eV, r in angstrom:
  r = 0.50: tL/rho = 15.1936, tG/rho = 13.6057
  r = 1.00: tL/rho = 0.7940, tG/rho = 13.6057
  r = 1.50: tL/rho = -4.0059, tG/rho = 13.6057
  r = 2.00: tL/rho = -6.4059, tG/rho = 13.6057
Regions divided at the radius where tL = 0:
  probability outside: 0.2381
  integral of tL: inside 14.3533 eV, outside -0.7476 eV, total 13.6057 eV
  integral of tG: inside 10.3661 eV, outside 3.2396 eV, total 13.6057 eV
  surface term pi R^2 rho'(R): -3.9872 eV
Radius with zero outside integral of tL: 0.7229 angstrom
Mean p^2/2 from momentum distribution: 13.6057 eV
2s state, ratios to rho in eV:
  r = 10 angstrom: tL/rho = -1.9615, tG/rho = 2.6439
  r = 100 angstrom: tL/rho = -3.2574, tG/rho = 3.3290
  r = 1000 angstrom: tL/rho = -3.3870, tG/rho = 3.3942
  limits: -3.4014 and 3.4014 eV
finished without a failed check
```
